# Overlaps and orbital energies in real-time Kohn-Sham propagation

Take two orthonormal eigenfunctions $a$ and $b$ of a time-independent Hamiltonian $h$, with energies 0 and 1 in some unit, each holding one electron of the same spin. Rotate them by 30 degrees:

$$p=\tfrac{\sqrt3}{2}a+\tfrac12 b,\qquad q=-\tfrac12 a+\tfrac{\sqrt3}{2}b .$$

With $\hbar=1$, time evolution multiplies $b$ by $e^{-it}$ and leaves $a$ alone. The overlap stays $\langle p|q\rangle=-\tfrac{\sqrt3}{4}+\tfrac{\sqrt3}{4}=0$, because the phase of $b$ cancels against its conjugate. Nobody had to restore it. The determinant built from $p$ and $q$ is the one built from $a$ and $b$, since the rotation has determinant 1. Yet $\langle p|h|p\rangle=\tfrac14$ and $\langle q|h|q\rangle=\tfrac34$, and neither is one of the two occupied levels, 0 and 1.

## The belief and its appeal

The belief is that orbitals propagated in time-dependent density functional theory must be reorthogonalized as they go, and that $\varepsilon_j(t)=\langle\phi_j|H(t)|\phi_j\rangle$ gives the instantaneous physical levels.

Both halves carry over habits from the ground state. There, orthogonality is a constraint on the energy minimization, and diagonalizing $H$ selects particular orbitals with eigenvalues attached. Propagation is an initial-value problem: it imposes no such constraint and selects no such orbitals. Numerical orbitals may also visibly lose orthogonality, which seems to confirm the first half.

## Why overlaps survive

I use Hartree atomic units. Let all orbitals of one spin obey

$$i\dot\phi_j=H(t)\phi_j .$$

Then $\dot\phi_j=-iH\phi_j$. Conjugation changes the sign of $i$ in the bra, so for $S_{ij}=\langle\phi_i|\phi_j\rangle$

$$\dot S_{ij}=i\langle\phi_i|H^\dagger|\phi_j\rangle-i\langle\phi_i|H|\phi_j\rangle
=i\langle\phi_i|H^\dagger-H|\phi_j\rangle=0$$

if $H$ is Hermitian on the space used, boundary conditions included. $H$ may depend on time and on the density: the proof needs one operator for all orbitals at each instant, not a linear equation.

Both conditions matter. If each orbital has its own Hermitian $h_j$, the same steps give

$$\dot S_{12}=i\langle\phi_1|h_1-h_2|\phi_2\rangle .$$

This happens in the Perdew-Zunger self-interaction correction propagated without constraints; there, orthogonality must be enforced as part of the theory. If an absorber replaces $H$ by $H-iW$, with $W$ Hermitian, the bracket $H^\dagger-H$ becomes $2iW$, and $\dot S_{ij}=-2\langle\phi_i|W|\phi_j\rangle$. Restoring the norms would then undo the intended absorption.

## A driven four-electron model

The numbers below belong to four electrons in two doubly occupied orbitals, in the trap $v_{\rm trap}=0.05x^2+0.01x^3+0.002x^4$, with repulsion $w(r)=1/\sqrt{r^2+1}$. The Hamiltonian contains the Hartree potential and adiabatic local-density exchange; correlation and memory are left out.

The exchange potential follows from the uniform gas, whose density matrix is $\rho(r)=2\sin(\pi nr/2)/(\pi r)$ and whose exchange energy per length is $e_x=-\tfrac12\int_0^\infty\rho^2w\,dr$. Since $\partial\rho/\partial n=\cos(\pi nr/2)$,

$$v_x=\frac{de_x}{dn}=-\frac1\pi\int_0^\infty\frac{\sin(\pi nr)}{r\sqrt{r^2+1}}\,dr .$$

Differentiating once more gives $v_x'(n)=-\int_0^\infty\cos(\pi nr)/\sqrt{r^2+1}\,dr=-K_0(\pi n)$, where $K_0$ is a modified Bessel function. With $v_x(0)=0$, $v_x(n)=-\int_0^nK_0(\pi s)\,ds$.

A field $E=-\dot A$ acts through $+xE$, the electron charge being $-1$. The pulse is $A=0.2\sin^2(\pi t/20)\sin(0.5t)$ for $0<t<20$, and zero otherwise. The run starts from the ground state and ends at $t=30$.

## What numerical drift means

Fourth-order Runge-Kutta is not unitary. With step 0.02, the largest element of $|S-1|$ reaches $6.9\times10^{-8}$; with step 0.01 it reaches $2.6\times10^{-9}$, about 27 times less. The drift belongs to the time step, and its size also depends on the zero of energy, since a constant added to $H$ changes how fast the orbital phases turn; here the occupied levels lie near 2 hartree. In contrast, the orbital-specific Hamiltonians of the self-interaction correction applied to the uncorrected ground-state orbitals, which are not stationary under them, produce an overlap error of 0.203 by $t=10$ with either step: that loss belongs to the equation.

Reorthonormalization cannot repair a wrong occupied space. Put the orbitals in the columns of a matrix $\phi$ and write $\phi=QR$, with orthonormal columns in $Q$ and $R$ invertible. Then $Q=\phi R^{-1}$ consists of combinations of the old columns and spans the same space. It corrects norms and overlaps, but supplies no missing component outside that space. Applied at every step of 0.02, it brings the overlap error to $10^{-15}$, while the largest final density error, relative to the run with step 0.01, is $1.0\times10^{-6}$ per bohr with or without it.

Nor do good overlaps certify a propagation. For step $\tau$, Crank-Nicolson applies

$$C=(1+iB)^{-1}(1-iB),\qquad B=\tau H/2 ,$$

with one Hermitian $B$ for all orbitals. The inverse exists because $B$ has real eigenvalues. Functions of $B$ commute, so

$$C^\dagger C=(1+iB)(1-iB)^{-1}(1+iB)^{-1}(1-iB)=1$$

for any step. With $\tau=0.25$, the overlap error is $4\times10^{-15}$, but the final density is wrong by up to 0.19 per bohr, relative to the same reference. The size of this error depends on the zero of energy: a level $\varepsilon$ turns by $2\arctan(\tau\varepsilon/2)$ per step instead of $\tau\varepsilon$, a frequency error of about $\tau^2\varepsilon^3/12$, so shifting the occupied levels from 2 hartree toward zero shrinks it without removing it. The figure quoted is for the unshifted $H$. That is about $2\times10^5$ times the density error of the non-unitary Runge-Kutta run with step 0.02.

## Mixing changes the values

Let $\phi'_j=\sum_k\phi_kU_{kj}$ with $U$ unitary and constant. For equal occupations,

$$\sum_j\phi'_j(x)\phi'^*_j(x')=\sum_{kl}\phi_k(x)\phi_l^*(x')\sum_jU_{kj}U^*_{lj}
=\sum_k\phi_k(x)\phi_k^*(x'),$$

because $UU^\dagger=1$. The density is unchanged, hence so is $H$, and the new orbitals obey the same equation. With $\Lambda_{ij}=\langle\phi_i|H|\phi_j\rangle$, inserting the definition on both sides gives $\Lambda'=U^\dagger\Lambda U$. Its trace and eigenvalues are preserved; its diagonal, which holds the $\varepsilon_j$, generally is not.

Equal occupation is needed: with weights $f_j$, the inner sum becomes $\sum_jf_jU_{kj}U^*_{lj}$, which is not generally $f_k\delta_{kl}$. Mixing the two ground-state orbitals by 30 degrees with occupations 2 and 1, and with the relative sign fixed below, changes the density by up to 0.15 per bohr.

For the doubly occupied pair, the same rotation, $\phi'_1=\cos30^\circ\,\phi_1+\sin30^\circ\,\phi_2$, gives

$$\varepsilon'_1=\tfrac34\varepsilon_1+\tfrac14\varepsilon_2+\tfrac{\sqrt3}{2}\,{\rm Re}\,\Lambda_{12},\qquad
\varepsilon'_2=\tfrac14\varepsilon_1+\tfrac34\varepsilon_2-\tfrac{\sqrt3}{2}\,{\rm Re}\,\Lambda_{12}.$$

At $t=12$, the original values are 1.873 and 2.214 hartree. With the relative sign of the starting orbitals chosen so that ${\rm Re}\,\Lambda_{12}>0$ at this time, the mixed orbitals, propagated separately from the start, have 2.083 and 2.004 hartree. Even the order has reversed, while both sums are 4.087 hartree.

The mixing may depend on time. Differentiating $\phi'=\phi U$ and using $\phi=\phi'U^\dagger$ gives

$$i\dot\phi'=H\phi'+\phi'(iU^\dagger\dot U).$$

Parallel transport chooses $iU^\dagger\dot U=-\Lambda'$, so that $\langle\phi'_i|\dot\phi'_j\rangle=-i(\Lambda'_{ij}-\Lambda'_{ij})=0$ for orthonormal orbitals. It yields a third pair at $t=12$, 1.797 and 2.290 hartree, for the same density.

## Gauge changes them again

One might retreat to the eigenvalues of $\Lambda$, which mixing cannot alter. A gauge change can.

The simplest one adds a uniform potential $c(t)$. The orbitals gain the common phase $e^{-i\int_0^t c\,dt'}$, the density is unchanged, and each $\varepsilon_j$ rises by $c(t)$. Differences survive this shift, but not the passage to the velocity gauge,

$$\phi_V=e^{-iAx}\phi_L .$$

The length-gauge Hamiltonian is $H_L=p^2/2+v+xE$, where $v$ contains the trap, Hartree and exchange potentials. Differentiating the phase gives $i\partial_te^{-iAx}=\dot Ax\,e^{-iAx}=-Ex\,e^{-iAx}$, so

$$i\dot\phi_V=\left(e^{-iAx}H_Le^{iAx}-Ex\right)\phi_V .$$

The phase commutes with $v$ and $xE$, so the two terms in $xE$ cancel, and $e^{-iAx}pe^{iAx}=p+A$ gives

$$H_V=\tfrac12(p+A)^2+v .$$

The density is the same, and therefore so is this density-dependent $v$. Taking the expectation value of the bracket in $\phi_V$ gives

$$\varepsilon_{j,V}=\varepsilon_{j,L}-E\langle x\rangle_j .$$

At $t=12$, $E=-0.0920$ and the two $\langle x\rangle_j$ are $-0.754$ and $-1.597$ bohr. The shifts $-E\langle x\rangle_j$ are $-0.0694$ and $-0.1469$ hartree, so

$$1.8732-0.0694=1.8038,\qquad 2.2138-0.1469=2.0669\ \text{hartree}.$$

A separate velocity-gauge propagation gives these values. **The difference between the two orbital values falls from 0.341 to 0.263 hartree, or from 9.27 to 7.16 eV, although the density is the same** to about $10^{-6}$ per bohr. The eigenvalues of $\Lambda$ change too, from 1.719 and 2.368 to 1.752 and 2.119 hartree. The length and velocity values agree when $E=0$, but the freedom to mix remains.

## After the pulse

With the field off, the orbital values still move. In $\dot\varepsilon_j$, the derivatives of the bra and ket contribute $i\langle H^2\rangle_j-i\langle H^2\rangle_j=0$, leaving

$$\dot\varepsilon_j=\langle\phi_j|\partial H/\partial t|\phi_j\rangle .$$

The moving density keeps $H$ changing. From $t=20$ to 30, the sampled $\varepsilon_1$ ranges from 1.758 to 1.927 hartree.

The total energy is

$$E_{\rm tot}=2\sum_j\langle\phi_j|p^2/2+v_{\rm trap}|\phi_j\rangle+E_{\rm Hx}[n],$$

with $E_{\rm Hx}$ the Hartree and exchange energy. Since $\delta E_{\rm Hx}/\delta n$ is the Hartree and exchange potential in $H$, the chain rule gives

$$\dot E_{\rm tot}=2\sum_j\left(\langle\dot\phi_j|H|\phi_j\rangle+\langle\phi_j|H|\dot\phi_j\rangle\right)=0 .$$

Numerically it stays at 4.4508 hartree, with a spread of about $10^{-8}$. The pulse has deposited $4.4508-4.1651=0.2857$ hartree, an energy that does not depend on how the orbitals are mixed.

## Where excitation energies appear

Excitation energies can be read from the density's response. Multiply the ground-state orbitals, taken real, by $e^{-i\kappa x}$ with small $\kappa$, and write

$$\phi_i(t)=e^{-i\varepsilon_it}\Big(\phi_i+\sum_ac_{ia}\phi_a\Big),$$

where $a$ runs over empty orbitals. To first order, mixing within the occupied space does not affect the density and is omitted.

Let $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ and $c=q+is$, with $q$ and $s$ real. Two spins and two conjugate terms give $\delta n=4\sum_{ia}q_{ia}\phi_i\phi_a$. This changes the potential through the kernel $w(x-x')+v_x'(n)\delta(x-x')$, whose matrix between products $\phi_i\phi_a$ and $\phi_j\phi_b$ is $K$. The real and imaginary parts of the linearized equation $i\dot c=\Delta c+4Kq$ are

$$\dot q=\Delta s,\qquad -\dot s=\Delta q+4Kq .$$

Thus $\ddot q=-\Delta(\Delta+4K)q$. Setting $q=\Delta^{1/2}y$ gives the Casida matrix:

$$\ddot y=-\Omega y,\qquad \Omega=\Delta^2+4\Delta^{1/2}K\Delta^{1/2}.$$

The kick sets $q=0$ and $s_{ia}=-\kappa x_{ia}$, where $x_{ia}=\langle\phi_i|x|\phi_a\rangle$, so initially $\dot y=-\kappa\Delta^{1/2}x$. If $\Omega$ has orthonormal eigenvectors $Z_n$ and eigenvalues $\omega_n^2>0$, the change in $\int xn\,dx=4\sum_{ia}x_{ia}q_{ia}$ is

$$\delta d(t)=-\kappa\sum_n\frac{f_n}{\omega_n}\sin\omega_nt,\qquad
f_n=4\Big(\sum_{ia}x_{ia}\Delta_{ia}^{1/2}Z_{ia,n}\Big)^2 .$$

The strongest resonance is at 0.402 hartree (10.94 eV) and carries 3.86 of the total strength 4. The strongest bare orbital difference is 0.261 hartree; the coupling $K$ accounts for the change. The linear-response formula follows the dipole propagated to $t=30$ after a kick $\kappa=10^{-3}$ to about 0.02% of its largest excursion. With $K$ removed, the largest misfit is 2.4 times that excursion. These resonances are excitation energies of the exchange-only model, not exact levels of four interacting electrons.

The numerical check propagates the mixed, parallel-transport, shifted and velocity-gauge orbitals separately and compares each with the relations above.

## Values computed for the example and the checks

```
Atomic units; pairs of values are for orbitals 1, 2
grid points, box length: 64, 24 (length in bohr)
pulse A0, frequency, duration: 0.20, 0.50, 20.00 a.u.
exchange energy/length at n=0.5, quadrature: -0.162844 hartree/bohr
exchange energy/length at n=0.5, formula: -0.162844 hartree/bohr
ground-state eigenvalues 1, 2, 3: 1.81969, 2.00842, 2.26928 hartree
ground-state total energy: 4.16512 hartree
overlap error, RK4 step 0.02: 6.94e-08
overlap error, RK4 step 0.01: 2.55e-09
ratio of these errors: 27.2
overlap error, RK4 0.02 reorthonormalized: 1.4e-15
final density error, RK4 0.02 plain: 1.01e-06 1/bohr
final density error, RK4 0.02 reorthonorm.: 1.02e-06 1/bohr
overlap error, Crank-Nicolson step 0.25: 4.1e-15
final density error, Crank-Nicolson 0.25: 1.90e-01 1/bohr
orbital-specific H: Im dS12/dt at t=0, direct: -0.026236 a.u.
orbital-specific H: same, formula: -0.026236 a.u.
orbital-specific H: overlap error to t=10, steps 0.02, 0.01: 0.20265, 0.20265
absorber 0.01 x^2: dS11/dt, dS22/dt, dS12/dt at t=0: -0.05210, -0.14847, 0.03567 a.u.
sample time: 12.0 a.u.
A and E at sample time: -0.05055, -0.09201 a.u.
values, original orbitals, length gauge: 1.87318, 2.21380 hartree
values, orbitals mixed by 30 degrees: 2.08331, 2.00366 hartree
values, parallel-transport orbitals: 1.79702, 2.28996 hartree
values, uniform potential 0.01 t added: 1.99318, 2.33380 hartree
values, velocity gauge: 1.80379, 2.06689 hartree
<x> of original orbitals: -0.75415, -1.59673 bohr
sum of values: original, mixed, velocity: 4.08698, 4.08698, 3.87068 hartree
eigenvalues of Lambda, length gauge: 1.71895, 2.36802 hartree
eigenvalues of Lambda, velocity gauge: 1.75178, 2.11890 hartree
difference 2-1: length, velocity: 0.34062, 0.26310 hartree
difference 2-1: length, velocity: 9.269, 7.159 eV
difference 2-1, mixed orbitals: -0.07965 hartree
largest density difference velocity-length: 1.0e-06 1/bohr
density change if occupations 2,1 are mixed: 0.1506 1/bohr
total energy after pulse: 4.45084 hartree
its spread from t=20 to 30: 1.3e-08 hartree
orbital 1 after pulse, min, max: 1.75787, 1.92703 hartree
orbital 2 after pulse, min, max: 2.10265, 2.15240 hartree
d(value)/dt at t=25, direct: 0.02446, 0.01555 a.u.
d(value)/dt at t=25, formula: 0.02446, 0.01555 a.u.
kick strength: 0.0010 a.u.
strongest resonance, linear response: 0.40203 hartree
strongest resonance, linear response: 10.940 eV
its oscillator strength and the sum: 3.8646, 4.0000
strongest bare orbital difference: 0.26086 hartree
relative dipole misfit: linear response, bare: 0.00020, 2.42122
```
